# The even gap mode between two plasmonic metals as the gap closes: a program that tests the result

```python
"""Even-H gap plasmon of a metal-insulator-metal slab (TM, identical metals).

Result under test: for metal permittivity -E and gap permittivity eps_d,
    q tanh(q a) = (eps_d/E) k_m,  q^2 = n^2 - eps_d,  k_m^2 = n^2 + E,
has one root for every gap if E > eps_d and none if E <= eps_d; the
effective index n rises without bound as the gap w = 2a closes.
Lengths are multiplied by k0 = omega/c and wavenumbers divided by k0.
Independent road: finite elements for (H'/eps)' + H = n^2 H/eps.
Atomic units are used to obtain k0 and the electron-gas quantities.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, newton

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
LIGHT_SPEED = 1.0 / const.fine_structure

# Rough typical inputs: aluminium, resist, native oxide, silver
photon_ev = 3.40
E_al, loss_al = 19.0, 3.5
eps_d = 2.9
resist_kappa = 0.02
eps_oxide, oxide_nm = 3.2, 3.0
E_silver = 2.4
barrier_ev = 3.0
main_gap = 20.0

omega = photon_ev / HARTREE_EV
k0_au = omega / LIGHT_SPEED
k0 = k0_au / BOHR_NM          # per nm


def fe_index_squared(a, ed, em, parity="even", oxide=0.0, eox=1.0):
    """All n^2 of the half slab; H'=0 (even) or H=0 (odd) at the centre."""
    size = np.sqrt(abs(em))
    n_gap = max(60, int(np.ceil(a * size / 0.08)))
    h0 = a / n_gap
    growth = 1.02
    depth = 12.0 / size
    n_metal = int(np.ceil(np.log(1 + (growth - 1) * depth / h0)
                          / np.log(growth)))
    h = np.concatenate([np.full(n_gap, h0),
                        h0 * growth ** np.arange(n_metal)])
    mid = np.cumsum(h) - h / 2
    eps = np.where(mid < a - oxide, ed, np.where(mid < a, eox, em))
    size_n = len(h) + 1
    left = np.zeros((size_n, size_n), dtype=eps.dtype)
    right = np.zeros_like(left)
    i = np.arange(len(h))
    for r, c, stiff, mass in ((i, i, 1, 2), (i + 1, i + 1, 1, 2),
                              (i, i + 1, -1, 1), (i + 1, i, -1, 1)):
        left[r, c] += mass * h / 6 - stiff / (h * eps)
        right[r, c] += mass * h / (6 * eps)
    first = 0 if parity == "even" else 1
    keep = slice(first, size_n - 1)
    inverse = np.linalg.eigvals(np.linalg.solve(left[keep, keep],
                                                right[keep, keep]))
    return 1.0 / inverse


def fe_guided(a, ed, E, parity="even", **layers):
    """Indices of propagating modes (real n, up to about 300)."""
    n2 = fe_index_squared(a, ed, -E, parity, **layers)
    good = ((np.abs(np.imag(n2)) < 1e-9 * np.abs(n2))
            & (np.real(n2) > 0) & (np.real(n2) < 1e5))
    return np.sort(np.sqrt(np.real(n2[good])))


def solve_q(a, ed, E):
    def mismatch(q):
        return E * q * np.tanh(q * a) - ed * np.sqrt(q * q + ed + E)
    top = 1.0
    while mismatch(top) < 0:
        top *= 2
    return brentq(mismatch, 0.0, top, xtol=1e-13, rtol=1e-13)


def gap_index(w_nm, E=E_al):
    return np.sqrt(solve_q(k0 * w_nm / 2, eps_d, E) ** 2 + eps_d)


def lossy_index(w_nm, em, ed):
    """Follow the lossless root while the imaginary parts are turned on."""
    a = k0 * w_nm / 2
    n = complex(np.sqrt(solve_q(a, ed.real, -em.real) ** 2 + ed.real))
    for part in np.linspace(0.05, 1.0, 20):
        m = complex(em.real, part * em.imag)
        d = complex(ed.real, part * ed.imag)

        def mismatch(x):
            q = np.sqrt(x * x - d)
            return q * np.tanh(q * a) / d + np.sqrt(x * x - m) / m
        n = newton(mismatch, n, x1=n * (1 + 1e-4) + 1e-4j,
                   tol=1e-11, maxiter=100)
    return n


# Free-electron gas that gives permittivity -E at this photon energy
omega_p = omega * np.sqrt(1 + E_al)
fermi_speed = (3 * np.pi ** 2 * omega_p ** 2 / (4 * np.pi)) ** (1 / 3)
pressure_speed = np.sqrt(3 / 5) * fermi_speed
screen2 = (omega_p ** 2 - omega ** 2) / (pressure_speed * k0_au) ** 2


def nonlocal_index(w_nm):
    a = k0 * w_nm / 2

    def mismatch(q):
        n2 = q * q + eps_d
        return (q * np.tanh(q * a) / eps_d - np.sqrt(n2 + E_al) / E_al
                + n2 / np.sqrt(n2 + screen2) * (1 + 1 / E_al))
    return np.sqrt(brentq(mismatch, 0.0, 1e4, xtol=1e-12) ** 2 + eps_d)


# Index, uniqueness and monotonic rise against finite elements
gaps = [50.0, 20.0, 10.0, 5.0, 2.0, 1.0]
fe_values = []
for w in gaps:
    found = fe_guided(k0 * w / 2, eps_d, E_al)
    assert len(found) == 1
    assert abs(found[0] / gap_index(w) - 1) < 2e-3
    fe_values.append(found[0])
assert np.all(np.diff(fe_values) > 0)

# Condition on the metal: just above, and below, the gap permittivity
a_main = k0 * main_gap / 2
count_above = len(fe_guided(a_main, eps_d, 3.2))
count_silver = len(fe_guided(a_main, eps_d, E_silver))
count_silver_odd = len(fe_guided(a_main, eps_d, E_silver, "odd"))
assert count_above == 1 and count_silver == 0

# Slope from implicit differentiation against finite differences
q = solve_q(a_main, eps_d, E_al)
n_main = np.sqrt(q * q + eps_d)
K2 = E_al + eps_d
S = 2 / np.sinh(2 * q * a_main)
dq_da = -q * S / (a_main * S + K2 / (q * (q * q + K2)))
slope = q / (2 * n_main) * dq_da * k0
numeric = (gap_index(main_gap + 0.01) - gap_index(main_gap - 0.01)) / 0.02
assert abs(slope / numeric - 1) < 1e-5 and slope < 0

# Wide-gap, narrow-gap and nearly perfect conductor limits
n_surface = np.sqrt(eps_d * E_al / (E_al - eps_d))
n_wide = fe_guided(k0 * 1000 / 2, eps_d, E_al)[-1]
assert abs(n_wide / n_surface - 1) < 2e-3
ratio = eps_d / E_al
closing_product = 2 * np.arctanh(ratio) / k0       # n*w in nm
n_tiny = fe_guided(k0 * 0.1 / 2, eps_d, E_al)[-1]
assert abs(n_tiny * 0.1 / closing_product - 1) < 3e-3
assert all(gap_index(w) * w > closing_product for w in gaps)
E_big = 1e4
n_big = fe_guided(a_main, eps_d, E_big)[-1]
excess = 2 / (k0 * np.sqrt(E_big) * main_gap)
assert abs((n_big ** 2 / eps_d - 1) / excess - 1) < 0.02
depth_al = 1 / (k0 * np.sqrt(E_al))
n_penetration = np.sqrt(eps_d * (1 + 2 * depth_al / main_gap))

# Odd modes: safe width and cutoff width
n_d = np.sqrt(eps_d)
safe_one = 2 * np.sqrt(E_al - eps_d) / (eps_d * k0)
safe_two = 2 / (n_d * k0) * np.arctan(E_al / (n_d * np.sqrt(K2)))
safe_gap = min(safe_one, safe_two)
odd_cutoff = 2 / (n_d * k0) * np.arctan(np.sqrt(E_al) / n_d)
assert len(fe_guided(k0 * 0.98 * safe_gap / 2, eps_d, E_al, "odd")) == 0
assert len(fe_guided(k0 * main_gap / 2, eps_d, E_al, "odd")) == 0
assert len(fe_guided(k0 * 1.03 * odd_cutoff / 2, eps_d, E_al, "odd")) == 1

# Losses: root of the complex condition against complex finite elements
em_lossy = complex(-E_al, loss_al)
lossy = {w: lossy_index(w, em_lossy, complex(eps_d, 0)) for w in gaps}
all_n = np.sqrt(fe_index_squared(a_main, complex(eps_d), em_lossy))
nearest = all_n[np.argmin(abs(all_n - lossy[main_gap]))]
assert abs(nearest / lossy[main_gap] - 1) < 3e-3
assert all(v.imag > 0 for v in lossy.values())
ed_lossy = complex(eps_d, 2 * n_d * resist_kappa)
n_both = lossy_index(main_gap, em_lossy, ed_lossy)

# Native oxide inside the same total gap
n_oxide = fe_guided(a_main, eps_d, E_al, oxide=k0 * oxide_nm,
                    eox=eps_oxide)[-1]
n_no_oxide = fe_values[gaps.index(main_gap)]

# Electron pressure: root must make the field-matching matrix singular
pressure = {w: nonlocal_index(w) for w in gaps}
for w in gaps:
    n = pressure[w]
    a = k0 * w / 2
    qn = np.sqrt(n * n - eps_d)
    km = np.sqrt(n * n + E_al)
    kl = np.sqrt(n * n + screen2)
    matching = np.array([
        [np.cosh(qn * a), -1.0, 0.0],
        [qn * np.sinh(qn * a) / eps_d, -km / E_al, n],
        [0.0, n * (-1 / E_al - 1), kl]])
    matching /= np.linalg.norm(matching, axis=1)[:, None]
    assert abs(np.linalg.det(matching)) < 1e-9
n_ceiling = brentq(lambda x: np.sqrt((x * x + E_al) * (x * x + screen2))
                   - x * x * (1 + E_al), 1.0, 1e4)
assert abs(nonlocal_index(1e-3) / n_ceiling - 1) < 1e-2

tunnel_rate = 2 * np.sqrt(2 * barrier_ev / HARTREE_EV) / BOHR_NM


def travel(n):
    return 1 / (2 * n.imag * k0)


print(f"photon energy (input, rough): {photon_ev:.2f} eV")
print(f"vacuum wavelength: {2 * np.pi / k0:.1f} nm")
print(f"k0: {k0:.5f} 1/nm")
print(f"aluminium permittivity (input, rough): {-E_al:.1f} + {loss_al:.1f}i")
print(f"resist permittivity (input, rough): {eps_d:.2f}")
print(f"resist bulk index: {n_d:.4f}")
print(f"ratio r = eps_d/E: {ratio:.4f}")
print(f"main gap (input): {main_gap:.1f} nm")
print(f"main gap: q/k0 = {q:.4f}, q*a = {q * a_main:.4f}")
print(f"main gap: k_m/k0 = {np.sqrt(q * q + K2):.4f}")
print(f"main gap: index = {n_main:.4f}, finite elements {n_no_oxide:.4f}")
print(f"main gap: guided wavelength = {2 * np.pi / (k0 * n_main):.1f} nm")
print(f"main gap: slope dn/dw = {slope:.5f} 1/nm")
print("gap nm | n lossless | n finite el. | Re n lossy | "
      "travel nm | n with pressure")
for w, fe in zip(gaps, fe_values):
    print(f"{w:5.1f} | {gap_index(w):.4f} | {fe:.4f} | {lossy[w].real:.4f}"
          f" | {travel(lossy[w]):.2f} | {pressure[w]:.4f}")
print(f"single-surface plasmon index: {n_surface:.4f}")
print(f"finite-element index at 1000 nm gap: {n_wide:.4f}")
print(f"closing limit of n*w: {closing_product:.3f} nm")
print(f"finite-element n*w at 0.1 nm gap: {n_tiny * 0.1:.3f} nm")
print(f"aluminium penetration depth 1/(k0 sqrt E): {depth_al:.2f} nm")
print(f"penetration estimate of main-gap index: {n_penetration:.4f}")
print(f"main-gap index for E = {E_big:.0f}: {n_big:.4f}")
print(f"no odd mode guaranteed below gap: {safe_gap:.2f} nm")
print(f"odd mode has zero index at gap: {odd_cutoff:.2f} nm")
print(f"silver permittivity (input, rough): {-E_silver:.1f}")
print(f"silver, main gap: even modes {count_silver}, "
      f"odd modes {count_silver_odd}")
print(f"permittivity -3.2, main gap: even modes {count_above}")
print(f"resist extinction (input, rough): {resist_kappa:.2f}")
print(f"main gap, metal loss only: n = {lossy[main_gap]:.4f}")
print(f"main gap, metal and resist loss: n = {n_both:.4f}, "
      f"travel {travel(n_both):.2f} nm")
print(f"oxide (input, rough): {oxide_nm:.1f} nm per wall, "
      f"permittivity {eps_oxide:.1f}")
print(f"main gap with oxide: index = {n_oxide:.4f}")
print(f"free-electron plasma energy: {omega_p * HARTREE_EV:.2f} eV")
print(f"electron-pressure length: {1 / (k0 * np.sqrt(screen2)):.4f} nm")
print(f"index ceiling with pressure as gap closes: {n_ceiling:.2f}")
print(f"tunnel barrier (input, rough): {barrier_ev:.1f} eV")
for w in (main_gap, 1.0, 0.3):
    print(f"static tunnelling factor at {w:.1f} nm: "
          f"{np.exp(-tunnel_rate * w):.2e}")
print("tests ok")
```

It prints:

```
photon energy (input, rough): 3.40 eV
vacuum wavelength: 364.7 nm
k0: 0.01723 1/nm
aluminium permittivity (input, rough): -19.0 + 3.5i
resist permittivity (input, rough): 2.90
resist bulk index: 1.7029
ratio r = eps_d/E: 0.1526
main gap (input): 20.0 nm
main gap: q/k0 = 2.1890, q*a = 0.3772
main gap: k_m/k0 = 5.1664
main gap: index = 2.7734, finite elements 2.7734
main gap: guided wavelength = 131.5 nm
main gap: slope dn/dw = -0.04545 1/nm
gap nm | n lossless | n finite el. | Re n lossy | travel nm | n with pressure
 50.0 | 2.1981 | 2.1981 | 2.1887 | 527.76 | 2.1864
 20.0 | 2.7734 | 2.7734 | 2.7532 | 253.54 | 2.7393
 10.0 | 3.6346 | 3.6346 | 3.5933 | 133.47 | 3.5434
  5.0 | 5.2346 | 5.2347 | 5.1394 | 63.79 | 4.9525
  2.0 | 10.0395 | 10.0396 | 9.7449 | 21.31 | 8.5607
  1.0 | 18.5106 | 18.5108 | 17.8961 | 9.56 | 13.3655
single-surface plasmon index: 1.8500
finite-element index at 1000 nm gap: 1.8501
closing limit of n*w: 17.856 nm
finite-element n*w at 0.1 nm gap: 17.863 nm
aluminium penetration depth 1/(k0 sqrt E): 13.31 nm
penetration estimate of main-gap index: 2.6002
main-gap index for E = 10000: 1.7518
no odd mode guaranteed below gap: 80.00 nm
odd mode has zero index at gap: 81.68 nm
silver permittivity (input, rough): -2.4
silver, main gap: even modes 0, odd modes 1
permittivity -3.2, main gap: even modes 1
resist extinction (input, rough): 0.02
main gap, metal loss only: n = 2.7532+0.1145j
main gap, metal and resist loss: n = 2.7508+0.1509j, travel 192.35 nm
oxide (input, rough): 3.0 nm per wall, permittivity 3.2
main gap with oxide: index = 2.8233
free-electron plasma energy: 15.21 eV
electron-pressure length: 0.0679 nm
index ceiling with pressure as gap closes: 42.98
tunnel barrier (input, rough): 3.0 eV
static tunnelling factor at 20.0 nm: 7.08e-155
static tunnelling factor at 1.0 nm: 1.96e-08
static tunnelling factor at 0.3 nm: 4.87e-03
tests ok
```
